# Why Cathode Extensions Lower, and Anode Extensions Raise, Steady Electromigration Tension

## The same stub, two opposite results

A confined copper line 50 µm long, in a model with rough values for an accelerated test, settles at a peak tension of 186 MPa. Add 25 µm of current-free metal beyond its cathode and the peak becomes 141 MPa. Move the same piece to the anode and the peak becomes 231 MPa. Live length, current density, temperature and initial stress are held fixed in this comparison. If voids form at 200 MPa, the first extension adds margin and the second one causes failure.

The extension carries no current, so no electron wind acts in it. It matters because it stores atoms, and because its stress must settle at that of the end to which it is joined. At the cathode it ends up in higher tension than at the start, which means that it has given atoms to the line. At the anode it ends up more compressed than at the start, which means that it has taken atoms from the line.

## The model and its signs

Let $x$ run from cathode to anode, the direction of electron flow. The live length is $L$, and the current-free lengths at cathode and anode are $L_c$ and $L_a$. Hydrostatic stress $\sigma$ is positive in tension. The current density $j$ and the effective charge number $Z$ are positive magnitudes, and the wind pushes atoms along $+x$, as in copper.

The assumptions are these. The outer ends are closed to atoms, while both junctions are open to diffusion. There is no void, extrusion or plastic flow. Temperature is uniform, all the metal starts at one stress $\sigma_0$, and cross-section and stiffness are at first uniform as well.

An atom of volume $\Omega$ has chemical potential $\mu=\mu_0-\Omega\sigma$, because tension makes it easier to insert an atom. The resulting force is $-\partial\mu/\partial x=\Omega\,\partial\sigma/\partial x$, which drives atoms towards higher tension. The wind force is $Ze\rho j$, with $\rho$ the resistivity. Multiplying the total force by the mobility $D/kT$ and the atom density $1/\Omega$ gives the flux

$$J=\frac{D}{\Omega kT}\left(\Omega\frac{\partial\sigma}{\partial x}+Ze\rho j\right),$$

with $j=0$ in the extensions.

The surroundings hold the volume of the line nearly fixed, so a loss of atoms appears as tension. To linear order, a fractional loss $d\sigma/B$ raises the stress by $d\sigma$, where $B$ is an effective modulus of line and surroundings together. The atom density $n$ therefore obeys $dn=-d\sigma/(\Omega B)$. Inserting this in $\partial n/\partial t=-\partial J/\partial x$ gives

$$\frac{1}{\Omega B}\frac{\partial\sigma}{\partial t}=\frac{\partial J}{\partial x}.$$

Multiplying by $\Omega B$ and inserting the flux,

$$\frac{\partial\sigma}{\partial t}=\frac{\partial}{\partial x}\left[\kappa\left(\frac{\partial\sigma}{\partial x}+g(x)\right)\right],\qquad \kappa=\frac{DB\Omega}{kT},$$

where $g=G=Ze\rho j/\Omega$ in the live part and $g=0$ in the extensions.

## The steady peak

In the steady state $\partial J/\partial x=0$, so $J$ is uniform. It vanishes at the closed ends and hence everywhere. The slope of the stress is then $-G$ in the live part and zero in each extension. The profile is a plateau at the cathode stress $\sigma_c$, a straight descent, and a plateau at the anode stress

$$\sigma_a=\sigma_c-GL.$$

The highest tension is $\sigma_c$. The drop $GL$ does not depend on the extensions, which can therefore only move the live profile up or down as a whole.

Conservation of atoms fixes that shift. Since stress change is proportional to atom loss, the integral of $\sigma-\sigma_0$ over all the metal is zero. With $s$ the distance from the cathode junction,

$$L_c(\sigma_c-\sigma_0)+\int_0^L(\sigma_c-Gs-\sigma_0)\,ds+L_a(\sigma_c-GL-\sigma_0)=0.$$

The middle integral is $L(\sigma_c-\sigma_0)-GL^2/2$. Collecting the terms in $\sigma_c-\sigma_0$,

$$(L_c+L+L_a)(\sigma_c-\sigma_0)=\frac{GL^2}{2}+GLL_a,$$

and so

$$\boxed{\sigma_c=\sigma_0+GL\,\frac{L/2+L_a}{L+L_c+L_a}}$$

Neither $D$ nor $B$ appears. They set how long the line takes to settle and how much metal moves, but not the steady peak of a uniform line.

If cross-sections $A$ or moduli differ between the three sections, each section's share of the balance is its capacity $A\times\text{length}/B$. These capacities replace $L_c$, $L$ and $L_a$ in the fraction, while the prefactor $GL$ keeps the true live length. A wide extension thus counts for more than its length suggests.

## Why the sign depends on the end

Write $L_t=L+L_c+L_a$. Differentiating with respect to $L_c$, which appears only in the denominator,

$$\frac{\partial\sigma_c}{\partial L_c}=-GL\,\frac{L/2+L_a}{L_t^2}=-\frac{\sigma_c-\sigma_0}{L_t}<0.$$

With respect to $L_a$, both numerator and denominator change:

$$\frac{\partial\sigma_c}{\partial L_a}=\frac{GL}{L_t}-GL\,\frac{L/2+L_a}{L_t^2}=\frac{GL-(\sigma_c-\sigma_0)}{L_t}=\frac{\sigma_0-\sigma_a}{L_t}>0.$$

The last sign follows from $\sigma_0-\sigma_a=GL(L/2+L_c)/L_t$, which is positive.

Each derivative is, per unit of total length, the stress change that a newly added slice of metal must undergo, taken with the opposite sign. A slice at the cathode goes from $\sigma_0$ up to $\sigma_c$ by losing atoms, and the rest of the metal receives them, so the whole profile moves towards compression. A slice at the anode goes from $\sigma_0$ down to $\sigma_a$ by gaining atoms. The rest of the metal supplies them, and the whole profile moves towards tension. Because the profile is rigid, atoms taken at the anode raise the tension at the far end too.

The electric potential $V$ gives a second view, which also covers live lines of stepped width. In the direction of electron flow $V$ rises with slope $\rho j$, so zero flux means $\partial\sigma/\partial x=-(Ze/\Omega)\,\partial V/\partial x$. Integrating, and fixing the constant by atom conservation at uniform $B$,

$$\sigma=\sigma_0+\frac{Ze}{\Omega}\left(\bar V-V\right),$$

where $\bar V$ is the average of $V$ over the volume of metal. An extension has the potential of the end it hangs on. At the cathode it pulls $\bar V$ down towards the lowest potential, and at the anode it pulls $\bar V$ up. The peak tension follows $\bar V$.

Three limits show the range of the steady peak. A very long cathode extension brings $\sigma_c$ down to $\sigma_0$, and a very long anode extension brings it up to $\sigma_0+GL$. Equal extensions at both ends leave the fraction at $1/2$, as in the bare line.

## How large: the example in numbers

The inputs are $T=573$ K, $Z=1$, $\rho=4$ µΩ cm, $j=1$ MA/cm², $\Omega=11.8$ Å$^3$, $B=10$ GPa and $\sigma_0=50$ MPa. The wind force is $Ze\rho j=4.0$ eV/cm. Divided by $\Omega$ it gives $G=5.43$ MPa/µm, and over 50 µm the drop is $GL=272$ MPa. The peaks are

- bare line: $50+272\times\tfrac{25}{50}=186$ MPa;
- cathode extension: $50+272\times\tfrac{25}{75}=141$ MPa;
- anode extension: $50+272\times\tfrac{50}{75}=231$ MPa.

The anode stresses, lower by 272 MPa, are $-86$, $-131$ and $-41$ MPa. The cathode extension thus buys its lower tension with deeper compression at the anode. Where extrusion or cracking of the dielectric is the weak point, that is a cost.

The metal transferred is small. The cathode extension rises by 90.5 MPa, so it gives up the fraction $90.5/10\,000$ of its 25 µm, or 226 nm of line length. Spread over the 50 µm live part, this lowers the tension by $10\,000\ \text{MPa}\times0.226/50=45$ MPa, which is the difference between 186 and 141 MPa. The anode extension takes in the same 226 nm and raises the peak by 45 MPa. As a test, the flux near each junction was integrated over time in a numerical solution of the evolution equation. It gave 225 nm in both cases. The flux was read half a grid cell inside the extension, which accounts for a shortfall of about 0.5 %.

For a void criterion $\sigma_{\rm crit}$, setting $\sigma_c=\sigma_{\rm crit}$ and solving for $jL$ gives the largest product that keeps the steady peak within the criterion,

$$(jL)_{\max}=\frac{(\sigma_{\rm crit}-\sigma_0)\,\Omega}{Ze\rho}\;\frac{L+L_c+L_a}{L/2+L_a}.$$

The last factor is 2 for the bare line, 3 with the cathode extension and 1.5 with the anode extension. At 200 MPa the limits are 5520, 8290 and 4140 A/cm, while the example runs at 5000 A/cm. The limit of the bare line, if applied to all three layouts, would be too strict for the line with the cathode extension and unsafe for the one with the anode extension.

## When the extension starts at a different stress

The rule "cathode good, anode bad" rests on the common initial stress. Suppose that a line of total capacity $S$ would settle at $\sigma_c$, and that a cathode extension of capacity $S_r$ and initial stress $\sigma_r$ is joined to it. The old profile shifts by $\delta$, and the extension settles at $\sigma_c+\delta$. Atom balance reads

$$S\delta+S_r(\sigma_c+\delta-\sigma_r)=0.$$

Solving for $\delta$ and adding $\sigma_c$,

$$\sigma_c'=\sigma_c+\delta=\frac{S\sigma_c+S_r\sigma_r}{S+S_r}.$$

The new peak is a weighted mean of the old peak and the initial stress of the extension. The extension helps if $\sigma_r<\sigma_c$. In the example $S=2S_r$, so an extension that starts at 100 MPa still lowers the peak, from 186 to 157 MPa, although it starts with more tension than the line. One that starts at 300 MPa raises the steady peak to 224 MPa, and is itself above the 200 MPa criterion from the outset.

At the anode the same balance holds with $\sigma_a$ in place of $\sigma_c$, and the peak lies $GL$ above the result. The extension raises the peak if $\sigma_r>\sigma_a$. Starting at 0 MPa it gives a peak of 214 MPa. It would have to start more compressed than $-86$ MPa to help, and at $-200$ MPa the steady peak is 148 MPa, although the tension passes through about 151 MPa on the way.

## Before the steady state

A steady value bounds the tension in time only if the approach is from below. To find out, note that $\partial g/\partial x$ is a source of strength $G$ at the cathode junction $y=c$ and a sink of equal strength at the anode junction $y=a$, with $y$ measured from the closed end on the cathode side. Where there is no extension, the source or sink lies at the wall. Expanding the response in the cosine modes of a closed line of length $L_t$, with uniform $\kappa$, gives

$$\frac{d\sigma_c}{dt}=\frac{2\kappa G}{L_t}\sum_{n\ge1}C_n\,e^{-n^2\pi^2\kappa t/L_t^2},\qquad C_n=\cos\frac{n\pi c}{L_t}\left(\cos\frac{n\pi c}{L_t}-\cos\frac{n\pi a}{L_t}\right).$$

The uniform mode drops out because source and sink cancel.

Without a cathode extension, $c=0$ and $C_n=1-\cos(n\pi a/L_t)\ge0$. The tension rises steadily to its final value, with or without an anode extension. In the example the anode-extended line crosses 200 MPa after 29 h.

With a cathode extension alone, $a=L_t$, and the slowest mode has $C_1=\cos\theta\,(\cos\theta+1)$ with $\theta=\pi L_c/L_t$. This is negative for $\theta>\pi/2$, that is, for $L_c>L$. The tension then comes down to its steady value at late times, so it has overshot. The live part sets up its own stress drop first, and the long extension delivers its atoms later. For $L_c=100$ µm the steady peak is 95 MPa, but the tension reaches 116 MPa at 38 h. That is still well below the 186 MPa of the bare line. Making the extension longer still, at the same cross-section, lowers the steady peak but hardly changes this highest tension. The steady formula for $(jL)_{\max}$ is then too generous. For $L_c=100$ µm it gives about 16 570 A/cm, but since the rise above $\sigma_0$ is proportional to $j$, keeping the overshoot below 200 MPa limits the product to about $5000\times150/66\approx11\,400$ A/cm. For the 25 µm extension $\theta=\pi/3$, the coefficients repeat as $0.75,\,0.75,\,0$, and there is no overshoot.

Early times favour the cathode extension as well. While $\sqrt{\kappa t}$ is much smaller than every length, a source at a closed end raises the stress there by $2G\sqrt{\kappa t/\pi}$. A source with metal of the same cross-section and modulus on both sides raises it by half as much, because atoms are drawn from both sides; with a wider extension the rise is smaller still. At equal cross-section a given small rise then takes four times as long. An anode extension has no effect on the cathode at this stage, since the two ends have not yet communicated.

## How the model compares with real lines

The parameters are rough values for copper damascene lines in a compliant dielectric under accelerated test. The modulus and the diffusivity, $5\times10^{-12}$ cm²/s, vary strongly with dielectric, interface and grain structure. In a uniform line they leave the steady peak unchanged, but they do set the time scale of settling, $L^2/\kappa=93$ h. The slowest mode decays with the shorter time constant $L_t^2/(\pi^2\kappa)$, which is about 9 h for the bare line. The 200 MPa criterion is a choice, since real void nucleation depends on interface flaws. The neglected effects, for the numbers of the example, are as follows.

- **Cooling to use temperature.** This is the largest of the effects listed here. With a rough expansion mismatch of 14 ppm/K, cooling to 378 K adds about 82 MPa of tension. This amount is proportional to $B$, so it is the same in line and extension only if they share one modulus. In that case the differences between layouts survive, but at unchanged $j$ and $\rho$ all three steady peaks would exceed 200 MPa. A cathode extension twice as stiff as the line would lower the peak by only 11 MPa instead of 45 MPa, and one three times as stiff would raise it slightly.
- **Unequal stiffness.** If the cathode extension has 20 % more capacity than assumed, the peak falls by a further 6 MPa.
- **Self-heating.** For a line heated only by its own current, an upper estimate, with heat flowing straight through 500 nm of dielectric, is 0.7 K. With a heat of transport of 0.2 eV this corresponds to about 3 MPa.
- **Nonlinear storage.** An exponential law for atom density against stress changes the peaks by about 0.6 MPa in the worst of the layouts.
- **Current spreading.** For a line 100 nm thick under a via 100 nm long, a two-dimensional solution with current injected uniformly over the via gives a stray current density of about 1.3 % of $j$ at one thickness into the extension; an equipotential via gives about 0.9 %. The extra local tension under the via is about 0.1 MPa.
- **Vacancies.** They store about $4\times10^{-10}$ as many atoms as elastic strain does, for a rough formation energy of 1.2 eV.

At 378 K, with an activation energy of 0.9 eV, $L^2/\kappa$ grows to 85 years. The time constant $L^2/(\pi^2\kappa)$ of the bare line is then about 9 years, so the steady state is approached only over many years, but this alone does not make the line safe. After cooling, the bare line starts at 132 MPa and needs a rise of only 68 MPa. The early-time law gives $t=(\pi/4)(68/272)^2\times85\approx4$ years at unchanged $j$ and $\rho$. Over such times the slower initial rise with a cathode extension matters as well as the steady peak.

The formula ceases to hold once a void opens, because a free surface then sets the stress there. It also fails if the metal yields or if atoms leak through an end.

## What to do about it

For a line with one fixed current direction, a common initial stress and tension as the limiting failure, place spare metal at the cathode and keep it off the anode. Check the anode compression afterwards. Make sure that the spare metal is joined by a diffusion path: metal behind a blocking barrier layer exchanges no atoms and gives no benefit. At the same initial stress, widening the extension lowers the steady peak as much as lengthening it to the same capacity, but the course in time differs: a 25 µm stub of four times the cross-section settles at 95 MPa without overshoot, whereas the 100 µm stub passes through 116 MPa. In a real layout a wide stub may have a different modulus and thermal stress from the line, and this must be checked.

If the current may run in either direction long enough to reach steady state, the stub at the cathode becomes a stub at the anode on reversal. The worse of the two directions has the fraction

$$\frac{L/2+\max(L_c,L_a)}{L+L_c+L_a}\ge\frac12,$$

because twice the numerator is $L+2\max(L_c,L_a)$, which is at least the denominator. Equality holds for equal extensions. In the example, one 25 µm stub gives 141 MPa in one direction and 231 MPa in the other, while two stubs give 186 MPa in both. For such a line, match the two capacities, and do not expect the pair to lower the steady peak below that of the bare line.

When checking a layout, count every current-free branch by its capacity and by the end to which it is joined. If it starts at the same stress as the line, metal that is left over at an anode for routing reasons lowers the permitted $jL$ although it carries no current. The values behind these figures are listed in the numerical output below.

## Computed values

```
temperature 573 K; Z 1.0; resistivity 4.0 uOhm cm
current density 1.0 MA/cm2; atomic volume 11.8 A^3
modulus B 10 GPa; diffusivity 5.0e-12 cm2/s
live length 50 um; each extension 25 um
initial stress 50 MPa; chosen void criterion 200 MPa
wind force per atom 4.00 eV/cm
stress gradient G 5.431 MPa/um; drop G*L 271.6 MPa
stress diffusivity kappa 7.46e-11 cm2/s; L^2/kappa 93.1 h
bare: peak 185.8 MPa, anode -85.8 MPa, jL limit 5524 A/cm
cathode ext.: peak 140.5 MPa, anode -131.0 MPa, jL limit 8286 A/cm
anode ext.: peak 231.0 MPa, anode -40.5 MPa, jL limit 4143 A/cm
both ext.: peak 185.8 MPa, anode -85.8 MPa, jL limit 5524 A/cm
jL of the example 5000 A/cm
metal given by cathode extension 226 nm (flux integral 225 nm)
metal taken by anode extension 226 nm (flux integral 225 nm)
peak shifts: cathode -45.3 MPa, anode +45.3 MPa
cathode extension initially at 300 MPa: peak 223.9 MPa
cathode extension initially at 100 MPa: peak 157.2 MPa
anode extension initially at -200 MPa: peak 147.7 MPa
anode extension initially at 0 MPa: peak 214.4 MPa
long cathode extension 100 um: steady 95.3 MPa, highest in time 115.8 MPa
  reached at 38 h
anode-extended line reaches the criterion at 29 h
line thickness and via length 100 nm
stray current density one thickness into extension 1.3 % of j
neglected: extra local tension under via 0.12 MPa
neglected: nonlinear storage, largest peak change 0.61 MPa
neglected: vacancy/elastic storage 4.2e-10 (formation energy 1.2 eV)
neglected: cathode extension capacity +20 %: peak -5.7 MPa
inputs: dielectric 500 nm, 0.3 W/(m K); heat of transport 0.2 eV
neglected: self-heating 0.67 K, thermomigration 3.2 MPa
use temperature 378 K; activation energy 0.9 eV; expansion mismatch 14 ppm/K
neglected: thermal tension added on cooling 82 MPa
L^2/kappa at use temperature 85 years
```
